# Spin and Orbital Angular Momentum of Light: Commutators and Rotations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the split and its quantized form

**Q.** The angular momentum of the electromagnetic field is the integral of $\mathbf r\times(\mathbf E\times\mathbf B)$. There is a position vector in front of everything, so it all looks orbital. Where would a spin come from?

**A.** From an integration by parts. Take the field without charges, in unbounded space and in SI units:

$$\mathbf J=\varepsilon_0\int\mathbf r\times(\mathbf E\times\mathbf B)\,d^3r,\qquad \nabla\cdot\mathbf E=0,\qquad \mathbf B=\nabla\times\mathbf A .$$

I sum over repeated Cartesian indices. The cross product $\mathbf E\times\mathbf B$ has the components

$$[\mathbf E\times(\nabla\times\mathbf A)]_b=\epsilon_{bjk}\epsilon_{klm}E_j\partial_lA_m=E_j\partial_bA_j-E_j\partial_jA_b ,$$

because $\epsilon_{bjk}\epsilon_{klm}=\delta_{bl}\delta_{jm}-\delta_{bm}\delta_{jl}$. Now apply $\epsilon_{iab}r_a$ from the left. The first term becomes $E_j(\mathbf r\times\nabla)_iA_j$. In the second, move the derivative off $A_b$ with the product rule:

$$-\epsilon_{iab}r_aE_j\partial_jA_b=-\partial_j(\epsilon_{iab}r_aE_jA_b)+\epsilon_{iab}\delta_{ja}E_jA_b+\epsilon_{iab}r_a(\partial_jE_j)A_b .$$

The last term vanishes because $\nabla\cdot\mathbf E=0$. The middle one is $(\mathbf E\times\mathbf A)_i$; it arises because the derivative also acts on the position vector. The first is a divergence and becomes an integral over a distant sphere of radius $R$. The area grows as $R^2$ and the integrand contains one factor $R$, so it vanishes if $|\mathbf E||\mathbf A|$ falls faster than $R^{-3}$. I assume such localized fields. What remains is

$$\mathbf J=\varepsilon_0\int E_j(\mathbf r\times\nabla)A_j\,d^3r+\varepsilon_0\int\mathbf E\times\mathbf A\,d^3r .$$

The second integral has no position vector and does not depend on the choice of origin. That is the candidate for a spin.

**Q.** It contains the vector potential, which I can change at will. How can either integral mean anything?

**A.** As written, they cannot. Replace $\mathbf A$ by $\mathbf A+\nabla\chi$, with $\chi$ localized. The second integral changes by $\varepsilon_0\int\mathbf E\times\nabla\chi\,d^3r$, and

$$\epsilon_{ijk}E_j\partial_k\chi=\partial_k(\epsilon_{ijk}E_j\chi)-\chi\,\epsilon_{ijk}\partial_kE_j=\partial_k(\epsilon_{ijk}E_j\chi)+\chi(\nabla\times\mathbf E)_i .$$

The divergence integrates to zero, so the shift is $\varepsilon_0\int\chi\,\nabla\times\mathbf E\,d^3r$, which is not zero in general. The first integral shifts by the opposite amount, since the derivation of the sum used nothing about $\mathbf A$ except $\mathbf B=\nabla\times\mathbf A$.

The cure is to use the part of the potential that a gauge change cannot reach. In Fourier space, with $\hat{\mathbf k}=\mathbf k/k$, define

$$\mathbf A^\perp_{\mathbf k}=\mathbf A_{\mathbf k}-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf A_{\mathbf k}).$$

The transform of $\nabla\chi$ is $i\mathbf k\chi_{\mathbf k}$, which is parallel to $\mathbf k$ and is removed. The removed part is a gradient and has no curl, so $\nabla\times\mathbf A^\perp=\mathbf B$, and the split holds with $\mathbf A^\perp$ in place of $\mathbf A$:

$$\mathbf L=\varepsilon_0\int E_j(\mathbf r\times\nabla)A^\perp_j\,d^3r,\qquad \mathbf S=\varepsilon_0\int\mathbf E\times\mathbf A^\perp\,d^3r,\qquad \mathbf J=\mathbf L+\mathbf S .$$

**Q.** Have you only chosen the Coulomb gauge and called the result invariant?

**A.** The values agree with those of the Coulomb gauge, but no gauge has to be chosen, because $\mathbf A^\perp$ is a function of the magnetic field. From $\mathbf B_{\mathbf k}=i\mathbf k\times\mathbf A^\perp_{\mathbf k}$ and $\mathbf k\times(\mathbf k\times\mathbf A^\perp_{\mathbf k})=-k^2\mathbf A^\perp_{\mathbf k}$ one finds

$$\mathbf A^\perp_{\mathbf k}=\frac{i\,\mathbf k\times\mathbf B_{\mathbf k}}{k^2}.$$

There is a price. Division by $k^2$ in Fourier space is a nonlocal operation in position space, so $\mathbf A^\perp$ at one point depends on $\mathbf B$ at other points. The integrals $\mathbf S$ and $\mathbf L$ are gauge invariant, but $\varepsilon_0\mathbf E\times\mathbf A^\perp$ is not a local function of the fields at its point.

**Q.** Show me that the distinction is not a formality. How large is the shift for an actual field?

**A.** Take dimensionless units with $\varepsilon_0=c=1$, the Gaussian $g=e^{-r^2/2}$, and at one instant

$$\mathbf A=\nabla\times[(y,\;z+xz,\;xy)\,g],\qquad \mathbf E=\nabla\times[(xz+1,\;x,\;yz-x)\,g].$$

Both are curls, so both are transverse. Summing the integrands on a cubic grid of $48^3$ points in a box of side 16 gives

$$\mathbf L=(0,\,-2.784,\,0.696),\qquad \mathbf S=(-1.392,\,-0.696,\,2.784),$$

and the original expression with $\mathbf r\times(\mathbf E\times\mathbf B)$ gives $\mathbf J=(-1.392,-3.480,3.480)$, which is their sum. Now add $\nabla\chi$ with $\chi=(1+xy)g$. The integral of $\mathbf E\times\mathbf A$ with the full potential shifts by $(4.872,\,2.784,\,1.392)$. It becomes

$$(-1.392+4.872,\;-0.696+2.784,\;2.784+1.392)=(3.480,\,2.088,\,4.176).$$

The first two components have even changed sign, though $\mathbf E$ and $\mathbf B$ are the same. Removing the longitudinal part of the new potential by a discrete Fourier transform brings back $(-1.392,-0.696,2.784)$.

**Q.** Accepted for classical fields. Commutators need operators. What do you quantize?

**A.** The transverse potential. With $\omega=ck$, write

$$\mathbf A^\perp(\mathbf r)=\int d^3k\,N_k\left[\mathbf a(\mathbf k)e^{i\mathbf k\cdot\mathbf r}+\mathbf a^\dagger(\mathbf k)e^{-i\mathbf k\cdot\mathbf r}\right],\qquad N_k=\sqrt{\frac{\hbar}{2\varepsilon_0\omega(2\pi)^3}} .$$

Here $\mathbf a(\mathbf k)$ is a vector of operators with $\mathbf k\cdot\mathbf a(\mathbf k)=0$. Its commutator must respect that constraint:

$$[a_i(\mathbf k),a_j^\dagger(\mathbf k')]=P_{ij}(\mathbf k)\,\delta(\mathbf k-\mathbf k'),\qquad P_{ij}=\delta_{ij}-\hat k_i\hat k_j ,$$

while two $a$'s commute, and so do two $a^\dagger$'s. The time dependence is $\mathbf a\propto e^{-i\omega t}$, so $\mathbf E=-\partial\mathbf A^\perp/\partial t$ becomes

$$\mathbf E(\mathbf r)=i\int d^3k\,\omega N_k\left[\mathbf a(\mathbf k)e^{i\mathbf k\cdot\mathbf r}-\mathbf a^\dagger(\mathbf k)e^{-i\mathbf k\cdot\mathbf r}\right].$$

**Q.** Why that $N_k$?

**A.** It gives each photon the energy $\hbar\omega$. Insert the expansions in $H=\tfrac{\varepsilon_0}{2}\int(E^2+c^2B^2)\,d^3r$, using $\int e^{i(\mathbf k+\mathbf k')\cdot\mathbf r}d^3r=(2\pi)^3\delta(\mathbf k+\mathbf k')$. The electric part contributes $-\omega^2\mathbf a(\mathbf k)\cdot\mathbf a(-\mathbf k)$ and the magnetic part $+c^2k^2\mathbf a(\mathbf k)\cdot\mathbf a(-\mathbf k)$, so these terms cancel, and their conjugates likewise. The mixed terms are equal and add:

$$H=\frac{\varepsilon_0}{2}(2\pi)^3\int d^3k\,2\omega^2N_k^2(\mathbf a\cdot\mathbf a^\dagger+\mathbf a^\dagger\cdot\mathbf a)=\int d^3k\,\frac{\hbar\omega}{2}(\mathbf a\cdot\mathbf a^\dagger+\mathbf a^\dagger\cdot\mathbf a).$$

With the commutator above, $[\mathbf a,H]=\hbar\omega\,\mathbf a$, which returns the assumed $e^{-i\omega t}$.

**Q.** Then put the expansions into $\mathbf S$, and keep the operator order.

**A.** The space integral again sets the wave vectors equal or opposite. The common prefactor is $\varepsilon_0(2\pi)^3\,i\omega N_k^2=i\hbar/2$, so

$$\mathbf S=\frac{i\hbar}{2}\int d^3k\left[\mathbf a(\mathbf k)\times\mathbf a^\dagger(\mathbf k)-\mathbf a^\dagger(\mathbf k)\times\mathbf a(\mathbf k)+\mathbf a(\mathbf k)\times\mathbf a(-\mathbf k)-\mathbf a^\dagger(\mathbf k)\times\mathbf a^\dagger(-\mathbf k)\right].$$

Under $\mathbf k\to-\mathbf k$ the third term becomes $\mathbf a(-\mathbf k)\times\mathbf a(\mathbf k)=-\mathbf a(\mathbf k)\times\mathbf a(-\mathbf k)$, since the operators commute. It is odd and integrates to zero; so does the fourth. In the first term exchange the operators:

$$\epsilon_{ijl}a_ja_l^\dagger=\epsilon_{ijl}a_l^\dagger a_j+\epsilon_{ijl}P_{jl}\,\delta(\mathbf 0)=-(\mathbf a^\dagger\times\mathbf a)_i .$$

The singular term drops because $P_{jl}$ is symmetric and $\epsilon_{ijl}$ antisymmetric. The vacuum thus has no spin, and

$$\mathbf S=-i\hbar\int d^3k\;\mathbf a^\dagger(\mathbf k)\times\mathbf a(\mathbf k).$$

**Q.** The orbital part has an explicit $\mathbf r$. What does it become?

**A.** A derivative with respect to $\mathbf k$. Let $\mathbf D=\mathbf k\times\nabla_k$. Since $\nabla_ke^{i\mathbf k\cdot\mathbf r}=i\mathbf r\,e^{i\mathbf k\cdot\mathbf r}$,

$$(\mathbf r\times\nabla)e^{i\mathbf k\cdot\mathbf r}=i\,\mathbf r\times\mathbf k\,e^{i\mathbf k\cdot\mathbf r}=-\mathbf D\,e^{i\mathbf k\cdot\mathbf r}.$$

Integrate by parts over $\mathbf k$. In $D_i=\epsilon_{ilm}k_l\partial_{k_m}$ the derivative of $k_l$ contributes $\epsilon_{ill}=0$, and $\mathbf D$ gives zero on $N_k$, which depends on $k$ alone. The minus sign is therefore reversed and $\mathbf D$ acts on $a_j$. The same holds for the conjugate term. So $(\mathbf r\times\nabla)A^\perp_j$ has the expansion of $A_j^\perp$ with $a_j$ replaced by $\mathbf Da_j$, and

$$\mathbf L=\frac{i\hbar}{2}\int d^3k\left[a_j\mathbf Da_j^\dagger-a_j^\dagger\mathbf Da_j+a_j(\mathbf k)(\mathbf Da_j)(-\mathbf k)-a_j^\dagger(\mathbf k)(\mathbf Da_j^\dagger)(-\mathbf k)\right].$$

Call the integral of the third term $\mathbf X$. As $\mathbf D$ is even in $\mathbf k$, $(\mathbf Da_j)(-\mathbf k)=\mathbf D[a_j(-\mathbf k)]$. Integration by parts gives $\mathbf X=-\int(\mathbf Da_j)(\mathbf k)\,a_j(-\mathbf k)\,d^3k$, and the substitution $\mathbf k\to-\mathbf k$ turns this into $-\mathbf X$. Hence $\mathbf X=0$, and the fourth term vanishes in the same way.

In the first term, integration by parts gives $-(\mathbf Da_j)a_j^\dagger$. Reordering adds a number proportional to $P_{jj}=2$ times $\mathbf D\,\delta(\mathbf k-\mathbf k')$ at $\mathbf k'=\mathbf k$. With the delta function represented by a narrow even peak, its gradient at the centre is zero, so the number vanishes. The first two terms are then equal:

$$\mathbf L=-i\hbar\int d^3k\;a_j^\dagger(\mathbf k)\,\mathbf D\,a_j(\mathbf k).$$

**Q.** The cross product $\mathbf a^\dagger\times\mathbf a$ looks just like the spin of a spin-one particle. I would expect the usual angular momentum commutators for $\mathbf S$.

**A.** Write it in circular polarizations before deciding. For each $\mathbf k$ choose real unit vectors with $\mathbf e_1\times\mathbf e_2=\hat{\mathbf k}$, and set

$$\mathbf e_\pm=\frac{\mathbf e_1\pm i\mathbf e_2}{\sqrt2},\qquad \mathbf a=\mathbf e_+a_++\mathbf e_-a_- .$$

The products needed are

$$\mathbf e_+^*\times\mathbf e_+=\tfrac12(\mathbf e_1-i\mathbf e_2)\times(\mathbf e_1+i\mathbf e_2)=\tfrac12(i\hat{\mathbf k}+i\hat{\mathbf k})=i\hat{\mathbf k},$$

its complex conjugate $\mathbf e_-^*\times\mathbf e_-=-i\hat{\mathbf k}$, and $\mathbf e_+^*\times\mathbf e_-=\mathbf e_-\times\mathbf e_-=0$, with $\mathbf e_-^*\times\mathbf e_+=0$ likewise. Therefore

$$\mathbf S=\hbar\int d^3k\;\hat{\mathbf k}\,\left(a_+^\dagger a_+-a_-^\dagger a_-\right).$$

A circularly polarized photon with wave vector $\mathbf k$ carries a spin of $+\hbar$ or $-\hbar$ along $\hat{\mathbf k}$ and none across it. A linearly polarized photon is an equal superposition of the two, and its average spin is zero. The operators satisfy $[a_\sigma(\mathbf k),a^\dagger_{\sigma'}(\mathbf k')]=\mathbf e_\sigma^*\cdot\mathbf e_{\sigma'}\,\delta(\mathbf k-\mathbf k')=\delta_{\sigma\sigma'}\delta(\mathbf k-\mathbf k')$. So $S_x$, $S_y$ and $S_z$ are sums of the same number operators with different numerical weights $\hat k_x,\hat k_y,\hat k_z$. Number operators commute with each other, and hence

$$[S_i,S_j]=0 .$$

They also commute with $H$, which is a sum of the same number operators, so $\mathbf S$ is conserved in the free field. Since rotations about different axes do not commute, three commuting operators cannot be their generators.

## Second half: what the two parts generate

**Q.** Before I object further, list what you are carrying over.

**A.** The field is free and localized, and $\mathbf J=\mathbf L+\mathbf S$. The operators $\mathbf a(\mathbf k)$ are transverse, with $[a_i(\mathbf k),a_j^\dagger(\mathbf k')]=P_{ij}\delta(\mathbf k-\mathbf k')$ and $P_{ij}=\delta_{ij}-\hat k_i\hat k_j$. With $\mathbf D=\mathbf k\times\nabla_k$,

$$\mathbf S=-i\hbar\int d^3k\,\mathbf a^\dagger\times\mathbf a,\qquad \mathbf L=-i\hbar\int d^3k\,a_j^\dagger\mathbf Da_j .$$

In circular polarizations $\mathbf e_\pm$, $\mathbf S$ is $\hbar\hat{\mathbf k}$ times the difference of the two photon numbers, summed over $\mathbf k$, and its components commute.

**Q.** My objection stands. The matrices in the cross product are the spin-one matrices, and those do not commute. Where did their algebra go?

The angular momentum of a free, localized field has been split into gauge-invariant parts $\mathbf L$ and $\mathbf S$ and quantized, and the components of $\mathbf S$ were found to commute, so they cannot generate rotations. It remains to explain where the spin-one algebra went, to find the commutators of $\mathbf L$, and to see what each part does to a wave.

All numerical values are calculated from the stated model.
